# Replacing the omitted q = 0 term in a polar phonon sum

## Question

I am summing the coupling of a localized carrier to longitudinal optical phonons over a simple cubic Brillouin zone. At small wavevector the summand behaves as $1/q^2$. My grid contains $q=0$, where the summand is infinite, so I leave that point out. The sum then converges very slowly with the number of grid points.

I was told to replace the missing value by the average of $1/q^2$ over the small cubic cell around $q=0$, or over a sphere of the same volume. I can do the sphere but not the cube, because the integrand blows up inside the cell and the corners spoil spherical coordinates.

How do I compute the cube average, how far off is the sphere, and does the replacement really cure the slow convergence? My test model has lattice constant $a=4$ Å, dielectric constants $\varepsilon_\infty=4$ and $\varepsilon_0=20$, and an $8\times8\times8$ grid. The carrier is fixed on one site, and to keep the summand periodic I use $(2/a^2)\sum_i(1-\cos q_ia)$ in place of $q^2$. With the term omitted I get a relaxation energy of 1.016 eV.

## Answer

The cube average reduces to a one-dimensional integral that you can estimate by hand. The replacement removes most of the error, but what remains still falls only as $1/N$. The reason is that the other cells contribute an error of the same order, and this can be corrected too.

### The average over the cube

An $N\times N\times N$ grid divides the zone into cubes of side

$$h=\frac{2\pi}{Na},$$

each centred on a grid point. Set $\mathbf q=h\mathbf x$ in the central cell. Then $d^3q=h^3d^3x$ and $1/q^2=1/(h^2x^2)$, so

$$\left\langle\frac1{q^2}\right\rangle_{\rm cube}=\frac1{h^3}\int_{\rm cell}\frac{d^3q}{q^2}=\frac J{h^2},\qquad J=\int_{\rm unit\ cube}\frac{d^3x}{x^2}.$$

The integral is finite because the volume element contains $x^2dx$, which cancels the divergence. Its size is easy to bracket. A ball of radius $\rho$ gives $\int_0^\rho 4\pi x^2dx/x^2=4\pi\rho$. The unit cube contains a ball of radius $1/2$ and fits inside one of radius $\sqrt3/2$, so $2\pi<J<2\pi\sqrt3$.

To find $J$, turn the volume integral into a surface integral. Away from the origin,

$$\nabla\cdot\frac{\mathbf x}{x^2}=\frac{3}{x^2}+\mathbf x\cdot\left(-\frac{2\mathbf x}{x^4}\right)=\frac1{x^2}.$$

Cut out a ball of radius $r$ around the origin and apply the divergence theorem to the rest. The flux through the small sphere has magnitude $4\pi r^2\cdot(1/r)=4\pi r$, which vanishes as $r\to0$. Only the six faces remain.

On the face $x_1=1/2$ the normal component of $\mathbf x/x^2$ is $(1/2)/(1/4+y^2+z^2)$. With $y=u/2$ and $z=v/2$, the area element is $du\,dv/4$, and the flux through this face is

$$\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{4}\,\frac{1/2}{(1+u^2+v^2)/4}=\frac12\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{1+u^2+v^2}.$$

Six equal faces give

$$J=3\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{1+u^2+v^2}.$$

Divide the square into eight equal triangles and use polar coordinates. In one triangle $\phi$ runs from 0 to $\pi/4$, and the radius $\rho$ runs from 0 to the edge $u=1$, where $\rho=\sec\phi$. The radial integral is

$$\int_0^{\sec\phi}\frac{\rho\,d\rho}{1+\rho^2}=\frac12\ln(1+\sec^2\phi).$$

The factors combine to $3\cdot8\cdot\frac12=12$, so

$$\boxed{J=12\int_0^{\pi/4}\ln(1+\sec^2\phi)\,d\phi\approx7.674}$$

The integrand is smooth, so Simpson's rule with three points already works. Its values at $0,\pi/8,\pi/4$ are 0.6931, 0.7755 and 1.0986, and

$$J\approx12\cdot\frac{\pi}{24}\left(0.6931+4\times0.7755+1.0986\right)\approx7.687.$$

A direct three-dimensional quadrature of $1/x^2$ confirms the value 7.674.

### The sphere of equal volume

Choose $R$ so that $4\pi R^3/3=h^3$. Then

$$\left\langle\frac1{q^2}\right\rangle_{\rm sphere}=\frac1{h^3}\int_0^R4\pi\,dq=\frac{4\pi R}{4\pi R^3/3}=\frac3{R^2}.$$

Since $R=h\,(3/4\pi)^{1/3}$, this is $J_s/h^2$ with

$$J_s=3\left(\frac{4\pi}{3}\right)^{2/3}\approx7.796.$$

The sphere value is 1.6% above the cube value. The sign follows from geometry. The two bodies share a common region. The rest of the cube, near its corners and edges, lies outside the sphere, where $1/q^2<1/R^2$. The parts of the sphere that stick out through the faces have the same total volume as that rest, but there $1/q^2>1/R^2$. The sphere therefore has the larger integral.

For your grid, $h=0.1963$ Å$^{-1}$. The averages are 199.1 Å$^2$ for the cube and 202.2 Å$^2$ for the sphere.

### What the replacement adds to the zone average

The zone average is $(1/N^3)\sum_{\mathbf q}$, so each point has weight $1/N^3$. Replacing the omitted term adds

$$\frac1{N^3}\frac J{h^2}=\frac1{N^3}\,\frac{JN^2a^2}{4\pi^2}=\frac{Ja^2}{4\pi^2N}.$$

The cell's volume shrinks as $1/N^3$, but the average inside it grows as $N^2$. This is why leaving out a single point costs an error of order $1/N$.

### Why an error of order $1/N$ remains

Every other cell is represented by the value at its centre. Take the cell centred at the integer vector $\mathbf n\ne0$, in units of $h$, and expand $f(\mathbf x)=1/x^2$ about $\mathbf n$. The linear terms average to zero. For the quadratic terms, with $\mathbf y$ the displacement from the centre, a unit cube has $\langle y_iy_j\rangle=\delta_{ij}/12$. Hence

$$e_{\mathbf n}\equiv\int_{\rm cell}\frac{d^3x}{x^2}-\frac1{n^2}\approx\frac1{24}\nabla^2\frac1{x^2}\bigg|_{\mathbf n}.$$

For a function of the radius alone,

$$\nabla^2\frac1{x^2}=\frac1{x^2}\frac{d}{dx}\left(x^2\cdot\frac{-2}{x^3}\right)=\frac2{x^4},$$

so a distant cell has $e_{\mathbf n}\approx1/(12n^4)$. The number of cells in a shell grows as $n^2$, so $\sum e_{\mathbf n}$ converges to a fixed number. It does not shrink when the grid is refined, because there are always cells one, two and three steps from the origin. In the original variables each cell error is $h\,e_{\mathbf n}$, which is the same power of $h$ as the central cell's $hJ$.

The complete coefficient is therefore

$$c=J+\sum_{\mathbf n\ne0}e_{\mathbf n}.$$

To evaluate it, collect all cells with $|n_i|\le M$. They form a cube of side $2M+1$, over which the integral of $1/x^2$ is $J(2M+1)$ by scaling. Thus

$$c=\lim_{M\to\infty}\left[J(2M+1)-\sum_{\substack{|n_i|\le M\\ \mathbf n\ne0}}\frac1{n^2}\right]\approx8.914.$$

Dividing $hc$ by the zone volume $(2\pi/a)^3$ gives the leading error of the sum with $q=0$ omitted:

$$\boxed{\text{true average}-\text{grid average}\simeq\frac{c\,a^2}{4\pi^2N}}$$

The central cell accounts for $J/c=86\%$ of this, and the remaining 14% comes from the other cells. The sphere value covers 87%. It does slightly better because its overestimate of the central cell happens to offset a little of what the other cells lack, not because it describes the cell better.

This result assumes a periodic summand that is smooth away from $q=0$ and equals $1/q^2$ plus a bounded part near it. The next correction could have been of order $1/N^2$. That term would come from $(h^2/24)\int\nabla^2F\,d^3q$, where $F$ is the summand, and hence from the flux of $\nabla F$ through the zone faces. For a periodic $F$, opposite faces cancel. Near $q=0$ this expansion is not accurate for $1/q^2$, but there $c$ already contains the exact cell errors. For a bounded part whose gradient grows no faster than $1/q$, the flux through a small surface around $q=0$ vanishes as the surface shrinks. Two contributions are left. The bounded part is missing from the central cell, and where it depends on direction it is sampled imperfectly in the nearby cells. Both scale as the cell volume, so the remainder is of order $1/N^3$, and the numbers below support this. In your model the second contribution is negative and outweighs the first, so the corrected sum ends up slightly too high.

### Your model: where the energy comes from

In atomic units, consider one real coupling $g$ to an oscillator of frequency $\omega$. Completing the square gives

$$\omega b^\dagger b+g(b+b^\dagger)=\omega\left(b^\dagger+\frac g\omega\right)\left(b+\frac g\omega\right)-\frac{g^2}{\omega}.$$

The oscillator shifts its equilibrium position and the energy drops by $g^2/\omega$. For a carrier fixed on one site, all modes relax independently and their contributions add.

At small $q$, where the macroscopic dielectric constants apply, electrostatics fixes the size of $g^2/\omega$; your model extends this form to the whole zone. A unit point charge in a volume $V=N^3a^3$ filled with a dielectric $\varepsilon$ has field energy $2\pi/(V\varepsilon q^2)$ in the component $\mathbf q$. With the ions frozen, $\varepsilon=\varepsilon_\infty$. Once they relax, $\varepsilon=\varepsilon_0$. The difference is the lattice relaxation energy, so

$$\frac{|g_{\mathbf q}|^2}{\omega}=\frac{2\pi K}{a^3q^2},\qquad K=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}=0.25-0.05=0.20,$$

with the factor $1/N^3$ kept in the mode sum. To make the summand periodic, replace $q^2$ by

$$D(\mathbf q)=\frac2{a^2}\sum_{i=1}^3(1-\cos q_ia)=q^2-\frac{a^2}{12}\sum_iq_i^4+\dots$$

Then $1/D=1/q^2+(a^2/12)\sum_iq_i^4/q^4+\dots$, and the second term is bounded, as required. The relaxation energy is

$$E=\frac{2\pi K}{a}S,\qquad S=\left\langle\frac1{a^2D}\right\rangle_{\rm zone}.$$

This model has a reference value that needs no grid in $\mathbf q$. Write $1/(a^2D)=\int_0^\infty e^{-ta^2D}dt$. The exponential factorizes into three angular averages, each equal to $e^{-2t}I_0(2t)$, where $I_0(s)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{s\cos\theta}d\theta$ is a modified Bessel function. With $s=2t$,

$$S=\frac12\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds\approx0.25273.$$

### The numbers for your grid

Restoring units with $e^2/(4\pi\epsilon_0)=14.40$ eV Å, the prefactor is

$$\frac{2\pi\times0.20\times14.40\ \text{eV Å}}{4\ \text{Å}}=4.524\ \text{eV}.$$

The reference energy is $4.524\times0.25273=1.143$ eV, or 0.0420 hartree. This is the exact value of the model, not a prediction for a material: a carrier on one site couples to the whole zone, so the energy depends on the form chosen at large $q$. Plain $1/q^2$ over the same zone would give $S=J/4\pi^2$ and $4.524\times7.674/4\pi^2=0.879$ eV. Your 1.016 eV is too low by 0.127 eV, which is 11% of the reference. The cube value adds

$$4.524\ \text{eV}\times\frac{7.674}{4\pi^2\times8}=0.110\ \text{eV},$$

giving 1.126 eV. The sphere gives 1.128 eV. Using $c$ in place of $J$ adds 0.1277 eV and gives 1.144 eV, a slight overshoot.

The table lists the reference minus the grid energy, in eV:

| $N$ | omitted | cube | sphere | full $c$ |
|---|---|---|---|---|
| 4 | 0.2497 | 0.0299 | 0.0264 | −0.0056 |
| 8 | 0.1272 | 0.0173 | 0.0156 | −0.0004 |
| 16 | 0.0638 | 0.0088 | 0.0080 | −0.00005 |
| 32 | 0.0319 | 0.0044 | 0.0040 | −0.000006 |

From $N=16$ to $N=32$ the error with the cube value falls by a factor of 1.99, as expected for $1/N$. With $c$ it falls by 8.2, close to the factor of 8 for $1/N^3$. At $N=8$ the cube value leaves a smaller error than plain omission does at $N=32$, which takes 64 times as many points. The numerical output below gives further digits.

### When you can use this

**Other factors in the summand.** If $1/q^2$ is multiplied by a smooth, periodic weight $w(\mathbf q)$, the leading correction is multiplied by $w(0)$. This requires $w$ to vary little across a cell. A carrier that can move brings in energy denominators containing its band energies and the phonon frequency. If such a denominator changes strongly or vanishes within a few cells of $q=0$, you have to integrate the full summand there.

**Other cells and dielectric tensors.** The values of $J$ and $c$ hold for cubic cells and an isotropic $1/q^2$. For a non-cubic grid, or for $1/(\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q)$ with an anisotropic tensor $\boldsymbol\varepsilon$, both must be recomputed.

**Screening.** A statically screened Coulomb interaction has $1/(q^2+\kappa^2)$ in place of $1/q^2$. Since $q^2/(q^2+\kappa^2)=1-\kappa^2/(q^2+\kappa^2)$, the sphere average becomes

$$\frac3{R^3}\int_0^R\frac{q^2\,dq}{q^2+\kappa^2}=\frac3{R^2}\left[1-\frac\kappa R\arctan\frac R\kappa\right].$$

For $\kappa\ll R$ this returns to $3/R^2$. The value at $q=0$ is then finite, but $1/\kappa^2$ is far larger than the cell average, so sampling it would be worse than replacing it. For $\kappa\gg R$, use $\arctan x\approx x-x^3/3$ with $x=R/\kappa$. The bracket becomes $R^2/(3\kappa^2)$ and the average becomes $1/\kappa^2$, the sampled value. The grid then resolves the peak and no replacement is needed. For your grid, the change between the two cases occurs around $\kappa=R=0.122$ Å$^{-1}$.

Do not use this form for the lattice relaxation energy itself. If free carriers add a static term $s/q^2$ to both $\varepsilon_\infty$ and $\varepsilon_0$, the factor $K/q^2$ becomes

$$\frac1{\varepsilon_\infty q^2+s}-\frac1{\varepsilon_0q^2+s},$$

which vanishes at $q=0$. It returns to $K/q^2$ once $q^2\gg s/\varepsilon_\infty$. If $\sqrt{s/\varepsilon_\infty}$ is small compared with $R$, the sampled zero therefore misses almost the whole central cell, and this factor has to be averaged over the cell. Plain sampling is accurate only when $\sqrt{s/\varepsilon_\infty}$ is well above $R$.

For your unscreened sum, put $c/h^2$ at the $q=0$ point. It is not the average of $1/q^2$ over that cell: it is the cell average $J/h^2$ plus the leading sampling error of all the other cells.

## Numbers as computed

```
integrand at 0, pi/8, pi/4: 0.69315, 0.77545, 1.09861
J by three-point Simpson rule: 7.6868
J cube, single integral: 7.674124
J cube, direct volume quadrature: 7.674124
J_s equal-volume sphere: 7.795554
sphere above cube: 1.58 %
c full coefficient: 8.913633
c - J from all other cells: 1.239509
c measured on N=32 periodic grid: 8.91196
J/c: 0.8609   J_s/c: 0.8746
a: 4.0 angstrom, eps_inf: 4, eps_0: 20
K: 0.200   N: 8
e^2/(4 pi epsilon_0): 14.39965 eV angstrom
energy prefactor 2 pi K e^2/a: 4.52378 eV
cell side h: 0.19635 1/angstrom
equal-volume sphere radius: 0.12181 1/angstrom
cube average of 1/q^2: 199.053 angstrom^2
sphere average of 1/q^2: 202.203 angstrom^2
S reference: 0.2527310   S omitted, N=8: 0.2246056
E reference: 1.14330 eV = 0.042016 hartree
E omitted, N=8: 1.01607 eV
omission error, N=8: 0.12723 eV, 11.13 %
cube: added 0.10992 eV, E 1.12599 eV, error removed 86.39 %
sphere: added 0.11166 eV, E 1.12773 eV, error removed 87.76 %
full c: added 0.12768 eV, E 1.14374 eV, error removed 100.35 %
reference minus grid energy in eV: N, omitted, cube, sphere, c
N= 4: 0.249735, 0.029893, 0.026415, -0.005615
N= 8: 0.127233, 0.017312, 0.015573, -0.000442
N=16: 0.063788, 0.008828, 0.007958, -0.000049
N=32: 0.031913, 0.004433, 0.003998, -0.000006
error ratio N=16 to N=32, cube: 1.992
error ratio N=16 to N=32, full c: 8.226
```
